# Effective diffusion in a one-dimensional rough Gaussian potential, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

### Statement

A particle diffuses on a line in a static rough potential $U(x)$ at temperature $T$. Its motion is overdamped, and its bare diffusion coefficient $D$ does not depend on position. With $\beta=1/kT$, the roughness lowers the long-time diffusion coefficient to

$$
D_{\rm eff}=\frac{D}{\langle e^{\beta U}\rangle\langle e^{-\beta U}\rangle},
\tag{1}
$$

where $\langle\cdot\rangle$ is an average over the landscape. If the values of $U$ have a Gaussian distribution with mean zero and standard deviation $\sigma$, this becomes Zwanzig's result

$$
D_{\rm eff}=D\,\exp\!\left[-\left(\frac{\sigma}{kT}\right)^2\right].
\tag{2}
$$

The precise claims are as follows.

**Theorem.** Let $U$ be continuously differentiable.

(a) *Periodic landscape.* Let $U$ have period $\ell$, and let $\langle\cdot\rangle$ be the average over one period. If the starting point is drawn from one period with probability density proportional to $e^{-\beta U}$, the mean square displacement divided by $2t$ tends to (1) as $t\to\infty$.

(b) *Random landscape.* Let $U$ be a stationary, ergodic random function with finite $\langle e^{\beta U}\rangle$ and $\langle e^{-\beta U}\rangle$. Close a sample of length $L$ into a period. Its diffusion coefficient $D_L$, given by (a), tends to (1) as $L\to\infty$.

(c) *Passage time.* In the same random landscape, without any periodic repetition, the mean time to travel from a reflecting point at $0$ to an absorbing point at $L$ is $L^2/(2D_{\rm eff})$, up to corrections that are small compared with $L^2$.

(d) *Gaussian values.* If $U$ has the Gaussian one-point distribution described above, then (1) equals (2).

Stationary means that the statistics of $U$ are the same everywhere. Ergodic means that the average over a long stretch of one landscape tends, with probability one, to the average over all landscapes. In (b) the limit $t\to\infty$ is taken first, at fixed $L$, and $L\to\infty$ second. Part (c) reaches the same coefficient by a route that needs no such order.

Parts (a), (b) and (d) are proved in this half, and part (c) in the next.

### The equation of motion

The probability density $p(x,t)$ is carried by a flux with two parts. Diffusion contributes $-D\,\partial_x p$. The force $-U'$ drives a drift with velocity $-\beta D U'$, because the Einstein relation fixes the velocity per unit force at $D/kT$. Therefore

$$
J=-D\left(\partial_x p+\beta U'p\right)=-D\,e^{-\beta U}\,\partial_x\!\left(e^{\beta U}p\right).
\tag{3}
$$

The second form follows from the product rule: $\partial_x(e^{\beta U}p)=e^{\beta U}(\partial_xp+\beta U'p)$. Conservation of probability, $\partial_t p=-\partial_x J$, gives the Smoluchowski equation

$$
\partial_t p=\partial_x\!\left[D\,e^{-\beta U}\,\partial_x\!\left(e^{\beta U}p\right)\right].
\tag{4}
$$

Let $\mathbb E$ denote the average over the thermal motion. It must be kept apart from $\langle\cdot\rangle$, which averages over the landscape.

**Lemma 1.** For a smooth function $f$ that grows no faster than a power of $x$,

$$
\frac{d}{dt}\mathbb E[f(x_t)]=\mathbb E[(\mathcal Lf)(x_t)],\qquad
\mathcal Lf=D\,e^{\beta U}\left(e^{-\beta U}f'\right)'.
\tag{5}
$$

*Proof.* Insert (4) into $\frac{d}{dt}\int f\,p\,dx$ and integrate by parts. In a periodic landscape $p$ decays faster than any power at large $|x|$, so the boundary terms vanish:

$$
\int f\,\partial_x\!\left[De^{-\beta U}\partial_x(e^{\beta U}p)\right]dx
=-\int De^{-\beta U}f'\,\partial_x(e^{\beta U}p)\,dx .
$$

A second integration by parts moves the remaining derivative and restores the positive sign:

$$
-\int De^{-\beta U}f'\,\partial_x(e^{\beta U}p)\,dx
=\int D\left(e^{-\beta U}f'\right)'e^{\beta U}p\,dx=\int(\mathcal Lf)\,p\,dx .\qquad\blacksquare
$$

### A coordinate without drift

The position $x$ itself is awkward to follow, because $\mathcal Lx=-\beta DU'$ is a fluctuating drift. The remedy is a stretched coordinate in which the drift vanishes. Write

$$
A_+=\langle e^{\beta U}\rangle,\qquad A_-=\langle e^{-\beta U}\rangle,
$$

and define

$$
y(x)=\frac1{A_+}\int_0^x e^{\beta U(x')}\,dx',\qquad y'(x)=\frac{e^{\beta U(x)}}{A_+}.
\tag{6}
$$

This coordinate stretches the barriers and compresses the valleys.

**Lemma 2.** For any constant $y_0$,

$$
\mathcal Ly=0,\qquad \mathcal L(y-y_0)^2=2D\,(y')^2 .
\tag{7}
$$

*Proof.* From (6), $e^{-\beta U}y'=1/A_+$ is a constant, and its derivative is zero. This proves the first equation. For the second, put $f=(y-y_0)^2$, so that $f'=2(y-y_0)y'$. Then

$$
e^{-\beta U}f'=\frac{2(y-y_0)}{A_+},\qquad
\left(e^{-\beta U}f'\right)'=\frac{2y'}{A_+}.
$$

Multiplication by $De^{\beta U}$ gives $2D\,y'\,(e^{\beta U}/A_+)=2D(y')^2$. $\blacksquare$

By Lemma 1, the mean of $y$ stays at its starting value, and its variance grows at the rate $2D\,\mathbb E[(y')^2]$. What remains is to find how often the particle visits places with a large or a small $y'$.

**Lemma 3.** In the periodic landscape, let the starting point have the density $e^{-\beta U}/(\ell A_-)$ on one period. Then at every time $t\ge0$, for every function $F$ with period $\ell$,

$$
\mathbb E[F(x_t)]=\frac{\langle F\,e^{-\beta U}\rangle}{A_-}.
\tag{8}
$$

*Proof.* Fold all periods onto one by $q(x,t)=\sum_n p(x+n\ell,t)$. Since $U$ is the same in every period, $q$ also obeys (4), now with periodic boundary conditions. The initial $q$ is proportional to $e^{-\beta U}$, so $e^{\beta U}q$ is constant, the flux (3) vanishes, and $q$ does not change. The average of a periodic function needs only $q$:

$$
\mathbb E[F(x_t)]=\int_0^\ell F\,q\,dx=\frac1{\ell A_-}\int_0^\ell F e^{-\beta U}dx .
$$

The last integral divided by $\ell$ is the landscape average in (8). $\blacksquare$

### Proof of part (a)

Let $\Delta y=y(x_t)-y(x_0)$. For a fixed starting point, Lemmas 1 and 2 give the growth rate of the mean of $(\Delta y)^2$. Averaging over starting points and using (8) with $F=(y')^2=e^{2\beta U}/A_+^2$ gives

$$
\frac{d}{dt}\mathbb E[(\Delta y)^2]
=2D\,\frac{\langle e^{2\beta U}e^{-\beta U}\rangle}{A_+^2A_-}
=2D\,\frac{A_+}{A_+^2A_-}=\frac{2D}{A_+A_-}.
\tag{9}
$$

The rate is constant in time. Since $\Delta y=0$ at $t=0$,

$$
\mathbb E[(\Delta y)^2]=2D_{\rm eff}\,t\quad\text{for all }t\ge0,\qquad D_{\rm eff}=\frac{D}{A_+A_-}.
\tag{10}
$$

It remains to return from $y$ to $x$. Over one period $y$ advances by

$$
y(x+\ell)-y(x)=\frac1{A_+}\int_x^{x+\ell}e^{\beta U}dx'=\frac{\ell A_+}{A_+}=\ell ,
$$

the same amount as $x$. The difference $h(x)=y(x)-x$ is therefore periodic and bounded. Let $H$ be its maximum minus its minimum. Then $|\Delta y-\Delta x|\le H$ for every path. Root mean squares obey the triangle inequality, so

$$
\left|\sqrt{\mathbb E[(\Delta x)^2]}-\sqrt{2D_{\rm eff}t}\,\right|\le H .
\tag{11}
$$

Dividing by $\sqrt{2t}$ makes the right side $H/\sqrt{2t}$, which vanishes as $t\to\infty$. Hence $\mathbb E[(\Delta x)^2]/(2t)\to D_{\rm eff}$. $\blacksquare$

**Remark 1 (short times).** The displacement $\Delta x$ does not grow at the reduced rate from the beginning. Applying $\mathcal L$ to $(x-x_0)^2$ gives

$$
\mathcal L(x-x_0)^2=De^{\beta U}\left[2(x-x_0)e^{-\beta U}\right]'=2D-2\beta D\,U'(x)\,(x-x_0).
$$

At $t=0$ the last term is zero, and the particle spreads with the bare coefficient $D$. What follows depends on the starting point: near the bottom of a valley the forces pull the particle back, and near the top of a barrier they push it away. On average over the starting points of part (a), the pull back prevails and the rate falls towards $D_{\rm eff}$.

The numerical output shows this average for a periodic potential with two harmonics, for which (1) gives $D_{\rm eff}/D=0.4557$. The ratio $\mathbb E[(\Delta x)^2]/(2Dt)$ falls from $0.965$ at $t=0.002$ to $0.469$ at $t=1$, in units of the squared period over $D$. The same ratio for $\Delta y$ is $0.4560$ at all four times examined. The late slope for $\Delta x$ is $0.4559$. These values were obtained by propagating the probability on a fine lattice, and the lattice step limits the agreement with the continuum value.

### Proof of part (b)

Take a stretch of the random landscape of length $L$. Join its ends by a smooth piece of fixed length that matches the values and slopes of $U$ there, and repeat the whole. Part (a) applies, with $A_\pm$ replaced by the averages over this long period. To match the slopes, the joining piece may have to leave the range between its two end values, but it can be shaped to do so by less than $kT$. In it $e^{\pm\beta U}$ is then less than three times the larger of its two end values. The piece therefore adds to the integrals of $e^{\pm\beta U}$ an amount whose statistics do not grow with $L$. After division by the length, this contribution tends to zero in probability. By ergodicity, the rest of each average tends to $\langle e^{\pm\beta U}\rangle$. Both limits are finite and positive, so the quotient $D_L$ tends to (1) in probability. $\blacksquare$

### Proof of part (d)

The landscape enters (1) through the distribution of $U$ at a single point. For the Gaussian distribution,

$$
\langle e^{\pm\beta U}\rangle=\frac1{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}
\exp\!\left(-\frac{u^2}{2\sigma^2}\pm\beta u\right)du .
$$

Completing the square in the exponent gives

$$
-\frac{u^2}{2\sigma^2}\pm\beta u=-\frac{(u\mp\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.
\tag{12}
$$

Expanding the square confirms this: the cross term is $\pm\beta u$, and the term $-\beta^2\sigma^2/2$ is cancelled by the one added. The remaining integral is that of a shifted normalized Gaussian and equals one. Hence

$$
\langle e^{\beta U}\rangle=\langle e^{-\beta U}\rangle=e^{\beta^2\sigma^2/2},
\tag{13}
$$

and their product is $e^{\beta^2\sigma^2}$. Inserting it into (1) gives (2). $\blacksquare$

### What the result means

**Remark 2 (traps and barriers).** The two factors describe different delays. The factor $A_-$ is dominated by low energies, where the particle spends most of its time. The factor $A_+$ is dominated by high energies, which the particle must cross. Equation (12) locates both: the weighted distributions are centred at $-\sigma^2/kT$ and $+\sigma^2/kT$. In a Gaussian landscape traps and barriers contribute equally, each with a factor $e^{-\beta^2\sigma^2/2}$ in $D_{\rm eff}$.

**Remark 3 (roughness cannot speed up diffusion).** By the Cauchy–Schwarz inequality,

$$
1=\langle e^{\beta U/2}e^{-\beta U/2}\rangle^2\le\langle e^{\beta U}\rangle\langle e^{-\beta U}\rangle ,
$$

so $D_{\rm eff}\le D$ under the conditions of the theorem. A constant added to $U$ multiplies one average by a factor and divides the other by the same factor. The zero of energy is therefore irrelevant.

**Remark 4 (weak roughness).** For a zero-mean potential with $|\beta U|\ll1$, expansion gives $\langle e^{\pm\beta U}\rangle\simeq1+\beta^2\sigma^2/2$, where $\sigma^2=\langle U^2\rangle$. Therefore $D_{\rm eff}\simeq D(1-\beta^2\sigma^2)$ to second order, whatever the distribution. Its shape matters when the roughness is comparable with $kT$ or larger.

A cosine shows how much it matters. For $U=u_0\cos\theta$ with $\theta$ uniformly distributed, the definition of the modified Bessel function $I_0$ gives

$$
\langle e^{\pm\beta U}\rangle=\frac1{2\pi}\int_0^{2\pi}e^{\pm\beta u_0\cos\theta}\,d\theta=I_0(\beta u_0),
\qquad D_{\rm eff}=\frac{D}{I_0(\beta u_0)^2}.
\tag{14}
$$

Its variance is $u_0^2/2$, so equal variance requires $u_0=\sqrt2\,\sigma$. At $\sigma/kT=1.934$ the cosine gives $D_{\rm eff}/D=0.064$, and the Gaussian landscape gives $0.024$. The cosine is bounded, whereas the Gaussian distribution has tails that supply deeper traps and higher barriers.

**Remark 5 (the correlation length).** The correlation length $\xi$, over which $U$ loses memory of its value, is absent from (2). Stretching the landscape along $x$ leaves the distribution of $U$ unchanged. The length does affect how far the particle must travel before (2) applies, and how long a sample must be to have a well-defined $D_{\rm eff}$.

**Remark 6 (one dimension).** The construction of $y$ relies on the line having a single path. Every barrier between two points has to be crossed, and this is why $e^{\beta U}$ is averaged with equal weight at all positions. In two or three dimensions a particle can go round a high barrier, and the proof does not carry over.

## II. Passage times, finite samples and hopping chains

### Symbols and results carried over

The potential $U(x)$ is a stationary, ergodic landscape with Gaussian values of mean zero and standard deviation $\sigma$. The bare diffusion coefficient is $D$, $\beta=1/kT$, and $s=\sigma/kT$. Landscape averages are written $\langle\cdot\rangle$, with $A_\pm=\langle e^{\pm\beta U}\rangle=e^{s^2/2}$. The first half showed that

$$
D_{\rm eff}=\frac{D}{A_+A_-}=D\,e^{-s^2}.
$$

It also gave the flux $J=-De^{-\beta U}\partial_x(e^{\beta U}p)$ and the operator $\mathcal Lf=De^{\beta U}(e^{-\beta U}f')'$, which generates the time derivative of thermal averages. The coefficient of one periodically repeated sample of length $L$ is $D_L$.

### Proof of part (c): the passage time

Let $S(x,t)$ be the probability that a particle started at $x$ has not yet reached $L$ at time $t$. As a function of the starting point it obeys $\partial_tS=\mathcal LS$. The mean passage time is $\tau(x)=\int_0^\infty S\,dt$. Integrating the equation over time gives $\mathcal L\tau=S(x,\infty)-S(x,0)=0-1$, so

$$
De^{\beta U}\left(e^{-\beta U}\tau'\right)'=-1,\qquad \tau'(0)=0,\qquad \tau(L)=0 .
$$

The first condition describes the reflecting end and the second the absorbing end. Divide by $De^{\beta U}$ and integrate from $0$ to $x$:

$$
e^{-\beta U(x)}\tau'(x)=-\frac1D\int_0^xe^{-\beta U(z)}dz .
$$

Multiply by $e^{\beta U(x)}$ and integrate from $0$ to $L$. Since $\tau(L)=0$, the left side gives $-\tau(0)$, and

$$
\tau(0)=\frac1D\int_0^L e^{\beta U(x)}\,M(x)\,dx,\qquad M(x)=\int_0^xe^{-\beta U(z)}dz .
\tag{15}
$$

Let $N(x)=\int_0^xe^{\beta U}dz$, so that $N'=e^{\beta U}$. Ergodicity gives $M(x)=A_-x+o(x)$ and $N(x)=A_+x+o(x)$, where $o(x)$ is small compared with $x$ at large $x$. The leading part of $M$ contributes, after integration by parts,

$$
A_-\int_0^LN'x\,dx=A_-\left[L\,N(L)-\int_0^LN\,dx\right]
=A_-A_+\left(L^2-\tfrac12L^2\right)+o(L^2).
$$

The remainder is harmless. For any $\eta>0$ there is a finite constant $K$, depending on the landscape, with $|M(x)-A_-x|\le\eta x+K$. Its contribution is at most $(\eta L+K)N(L)=\eta A_+L^2+o(L^2)$, and $\eta$ can be taken as small as desired. Therefore

$$
\tau(0)=\frac{A_+A_-}{2D}L^2+o(L^2)=\frac{L^2}{2D_{\rm eff}}+o(L^2).\qquad\blacksquare
\tag{16}
$$

The reduced diffusion coefficient (1) and its Gaussian form (2) are now proved, and the mean passage time through a long random landscape leads to the same coefficient. What remains is to treat a smooth background and the mobility, the sample length needed, the temperature dependence and hopping chains, and to work through a numerical example.

All numerical values are calculated from the stated model.
